# Is charge sloshing set by the number of atoms?

## Question

I work with metal supercells and plain linear density mixing. My working rule has been that charge sloshing is set by the number of atoms: more atoms, smaller mixing step. Now I have two cells of the same metal with the same number of atoms. One is a cube, the other is long and thin. A step that works well for the cube makes the long cell diverge, with charge swinging from one end to the other.

If the atom count is not what matters, what is? Is there a scaling law with $N$ that I can still use, and does it hold for insulators too?

## Answer

The atom count is the wrong variable. What matters in a metal is the longest wave that fits into the cell, and so the shortest nonzero reciprocal vector. A law in $N$ follows once you say how the cell grows, and its exponent depends on that choice. In an insulator the growth stops.

### What one mixing step does to an error

Let $q$ be the error of the input density, counted as excess electrons on each atom, so that $q=0$ at self-consistency. The total charge is fixed, so $q$ sums to zero over the cell and has no uniform part.

The error produces an extra potential energy $vq$ for an electron, where $v$ is the Coulomb interaction. It is positive, because electrons repel. I leave out exchange and correlation, which makes this a Hartree treatment. The electrons respond to the potential, and for small errors the output density is wrong by

$$q_{\rm out}=\chi_0 v\,q .$$

Here $\chi_0$ is the density response to the total potential. It is negative, since electrons leave places where their potential energy is raised. Plain mixing moves the input a fraction $\alpha$ of the way towards the output:

$$q_{\rm new}=q+\alpha(q_{\rm out}-q)=q-\alpha(1-\chi_0v)q=(1-\alpha\varepsilon)q,\qquad \varepsilon=1-\chi_0v .$$

The matrix $\varepsilon$ has the same eigenvalues as the symmetric matrix $1-v^{1/2}\chi_0v^{1/2}$. They are therefore real, and since $-\chi_0$ has no negative eigenvalues, none of them lies below 1. An error along an eigenvector is multiplied by $1-\alpha\varepsilon$ at each step, so it shrinks if

$$-1<1-\alpha\varepsilon<1\quad\Longleftrightarrow\quad 0<\alpha<\frac{2}{\varepsilon}.$$

The tightest limit comes from the largest eigenvalue: $\alpha<2/\varepsilon_{\max}$. Above it, $1-\alpha\varepsilon_{\max}$ is below $-1$, so the error changes sign and grows at every step. That is the swinging you see. The question is now what sets $\varepsilon_{\max}$.

### The largest eigenvalue in a metal

Take a simple cubic crystal with lattice constant $a$ and one orbital per atom. All atoms are equivalent, so a plane wave of charge produces a response with the same wave vector $\mathbf G$. The eigenvectors of $\varepsilon$ are then plane waves, with eigenvalues

$$\varepsilon(\mathbf G)=1-v(\mathbf G)\chi_0(\mathbf G).$$

**The interaction.** A wave of $q_{\mathbf G}$ electrons per atom has a number density $q_{\mathbf G}/a^3$. Write $e^2$ for $e^2/(4\pi\varepsilon_0)$. Poisson's equation for the potential energy $V$ of an electron is $-\nabla^2V=4\pi e^2\times(\text{number density})$. For a plane wave $-\nabla^2$ becomes $G^2$, so

$$G^2V_{\mathbf G}=\frac{4\pi e^2}{a^3}q_{\mathbf G}\quad\Rightarrow\quad v(\mathbf G)=\frac{4\pi e^2}{a^3G^2}.$$

**The response.** Let the potential vary so slowly that each region responds like a uniform piece of metal. A local potential $V$ raises all levels there by $V$, while the Fermi level $\mu$ is common to the whole cell. The wave averages to zero, so $\mu$ does not change to first order. With $\rho(E)$ the density of states per atom and spin, and $f$ the Fermi function, the local occupation is

$$n=2\int\rho(E)\,f(E+V-\mu)\,dE .$$

Its derivative at $V=0$ is

$$\frac{dn}{dV}=2\int\rho(E)\,f'(E-\mu)\,dE=-D .$$

This defines $D$, the density of states at the Fermi level, smeared over the thermal width, per atom and for both spins. It is positive because $f'$ is negative. Thus $\chi_0\to-D$ for long waves, and

$$\varepsilon(\mathbf G)\approx1+\frac{k_s^2}{G^2},\qquad k_s^2=\frac{4\pi e^2D}{a^3}.$$

The wave number $k_s$ measures how strongly the metal screens. The factor $1/G^2$ makes the longest wave the most dangerous one. In a cell with perpendicular edges, the reciprocal vectors have components $2\pi n_i/L_i$ with integers $n_i$. The shortest nonzero one is $G_{\min}=2\pi/L_{\max}$, where $L_{\max}$ is the longest edge. Hence

$$\varepsilon_{\max}\approx1+\frac{k_s^2L_{\max}^2}{4\pi^2}.$$

No atom count appears.

### Where the powers of N come from

At fixed density, $N=L_1L_2L_3/a^3$. Three ways of growing the cell give three laws.

- **Cube.** All edges are equal, so $L_{\max}=aN^{1/3}$ and $\varepsilon_{\max}-1\approx\dfrac{(k_sa)^2}{4\pi^2}N^{2/3}$.
- **Square plate, $m$ atoms thick.** Here $N=m(L_{\max}/a)^2$, so $L_{\max}^2=a^2N/m$ and $\varepsilon_{\max}-1\approx\dfrac{(k_sa)^2}{4\pi^2}\dfrac Nm$.
- **Rod with $s$ atoms in its cross-section.** Here $N=sL_{\max}/a$, so $L_{\max}=aN/s$ and $\varepsilon_{\max}-1\approx\dfrac{(k_sa)^2}{4\pi^2}\dfrac{N^2}{s^2}$.

"Plate" and "rod" mean the shape of the periodic cell. Each of these cells is filled with metal and repeats in all directions, with no vacuum.

So you may use $N$ as a guide within one family, for instance when enlarging a cube. It fails when you compare shapes. Even among rods, doubling $N$ by doubling the cross-section leaves $L_{\max}$ unchanged, provided the length is still the longest edge.

### A metal with numbers

I computed a half-filled simple cubic lattice with hopping 1 eV between neighbours, $a=3$ Å and a thermal smearing of 0.3 eV. These are round model parameters, not those of a particular metal. The Coulomb interaction keeps only plane waves in the first Brillouin zone.

An average over the band gives $D=0.2855$ per eV per atom. With $e^2=14.40$ eV Å,

$$(k_sa)^2=\frac{4\pi e^2D}{a}=\frac{4\pi\times14.40\times0.2855}{3}=17.2,$$

so $k_s=\sqrt{17.2}/3=1.38$ Å$^{-1}$. The common prefactor is $17.2/(4\pi^2)=0.436$. For 64 atoms the formulas predict

- cube $4\times4\times4$: $1+0.436\times64^{2/3}=1+0.436\times16=7.98$;
- plate $8\times8\times1$: $1+0.436\times64=28.9$;
- rod $1\times1\times64$: $1+0.436\times64^2\approx1787$.

The actual largest eigenvalues were found by diagonalizing the electrons in each supercell and applying $\varepsilon$ repeatedly to a random charge pattern until the dominant pattern remained. Nothing in this procedure says which wave vector should win. The results are 8.47, 29.3 and 1782. The last digits depend on the $k$ mesh: a dense $96\times96\times96$ mesh gives 8.47, 29.4 and 1788, a shift of up to 0.3 %. In every metal cell studied, the winning pattern had the shortest reciprocal vector.

The rod's eigenvalue is 210 times that of the cube, with the same 64 atoms. Conversely, the $8\times8\times1$ plate and the $1\times1\times8$ rod share their longest edge but have 64 and 8 atoms. Their eigenvalues are 29.34 and 29.30, a difference of 0.2 %. In the rod the winning pattern is a wave of length $8a$ along a cube axis. In the plate such waves along the two long edges have the same eigenvalue, and the winning pattern is in general a mixture of them. By cubic symmetry these are all equivalent waves in the same crystal. The small difference comes from the different $k$ meshes of the two cells. These two comparisons settle the matter for this model: equal $N$ does not give equal sloshing, and equal $L_{\max}$ very nearly does.

To see what 1782 means, put a charge wave of amplitude $10^{-5}$ electrons per atom into the long rod. The output wave is $\chi_0v=1-\varepsilon=-1781$ times the input, or about $-0.018$ electrons per atom. The electrons do flow the right way, but they overshoot enormously. A stable step must be below $2/1782\approx0.0011$. For the cube the limit is $2/8.47\approx0.24$.

### How good are the exponents?

Between two cells of one family, define the exponent of $N$ as the logarithm of the ratio of $\varepsilon_{\max}-1$ divided by the logarithm of the ratio of $N$. The computed values are

- 0.63 for cubes from 64 to 216 atoms (limit 2/3);
- 0.96 for plates from 16 to 64 atoms (limit 1);
- 2.00 for rods from 16 to 64 atoms (limit 2).

The shortfall for cubes and plates comes from replacing $\chi_0(\mathbf G)$ by its long-wave value. Since $\varepsilon-1=-v\chi_0$, the computed $\varepsilon_{\max}-1$ divided by $k_s^2/G_{\min}^2$ is just $-\chi_0(\mathbf G_{\min})/D$. This ratio is 1.070 for the 64-atom cube and 1.027 for the 216-atom cube. The exponent becomes

$$\frac23+\frac{\ln(1.027/1.070)}{\ln(216/64)}=0.667-0.034=0.633 .$$

For the longest rods the ratio is 0.997 to 0.998. It need not tend to exactly 1. As $G\to0$, the response of a supercell tends to twice the average of $f'$ over that supercell's own $k$ points, that is, to $-D$ evaluated on its own mesh. For the rods this mesh has only $12\times12$ points across the rod, whereas the $D$ in $k_s^2$ was averaged over a $48\times48\times48$ mesh. The ratios for rods of 8, 16, 32 and 64 atoms, 1.0138, 1.0010, 0.9980 and 0.9972, level off near 0.997, which is therefore the ratio of these two values of $D$.

There is a second condition. The power laws hold for $\varepsilon_{\max}-1$. They carry over to $\varepsilon_{\max}$ itself when $G_{\min}\ll k_s$, so that the 1 can be neglected. In the opposite case, $G_{\min}\gg k_s$, the formula gives $\varepsilon_{\max}$ close to 1 and there is nothing to slosh.

### Does the full SCF cycle behave this way?

The argument so far is linear. As a check, take the complete cycle for the 8-atom rod, with a new diagonalization and a new Fermi level at each step. Its stability limit is $2/29.30=0.0683$. I started from a small point charge with a compensating background and set the step 10 % too high, at $\alpha=0.0751$. The predicted factor is

$$1-\alpha\varepsilon_{\max}=1-1.1\times2=-1.2 .$$

After 25 steps the error was indeed growing by a factor 1.200 per step, and practically all of it had the shortest reciprocal vector.

The same step in an 8-atom cube, $2\times2\times2$, reduced the error to about 1 % of its initial size in 25 steps. This is your observation in miniature: same metal, same number of atoms, same $\alpha$, opposite outcome.

A mode must also be present in the error before it can grow. I gave the same rod, with the same excessive step, an initial error alternating from atom to atom. This pattern has period $2a$ and contains no wave of length $8a$. Its eigenvalue is 3.15, so the prediction after 25 steps is

$$(1-0.0751\times3.15)^{25}=0.763^{25}\approx1.2\times10^{-3},$$

which is what the cycle gave. A perfect supercell started from a density with the period of the small unit cell can therefore look well behaved for a while. It is not safe, because rounding errors contain the long wave, and an unstable step amplifies them.

### What it costs in iterations

Suppose you choose the safe step $\alpha=1/\varepsilon_{\max}$. The sloshing mode is then removed at once in the linear regime, since its factor is $1-1=0$. The price is paid by the mode with the smallest eigenvalue, whose error keeps a fraction $1-\varepsilon_{\min}/\varepsilon_{\max}$ per step. To reduce it by a factor $\delta$ takes $M$ steps, with

$$\left(1-\frac{\varepsilon_{\min}}{\varepsilon_{\max}}\right)^M=\delta\quad\Rightarrow\quad M=\frac{\ln(1/\delta)}{-\ln(1-\varepsilon_{\min}/\varepsilon_{\max})}\approx\frac{\varepsilon_{\max}}{\varepsilon_{\min}}\ln\frac1\delta .$$

The last form uses $-\ln(1-x)\approx x$ for small $x$.

For the 8-atom rod, $\varepsilon_{\min}/\varepsilon_{\max}=3.152/29.30=0.1076$. A thousandfold reduction should take $6.908/0.1138=60.7$ steps if the whole error sits in the slowest mode. The full cycle needed 53, fewer because the initial point charge also contains faster modes. The 16-atom rod has the same $\varepsilon_{\min}$ but $\varepsilon_{\max}=112.8$, and it needed 200 steps. Doubling the length multiplied the count by 3.8, close to the factor 4 expected from $L_{\max}^2$. The 8-atom cube needed 7 steps. These counts belong to the model. Its $\varepsilon_{\min}$ lies well above 1 because only first-zone waves are kept and the rods are one atom across. In a plane-wave calculation the short waves have $\varepsilon$ near 1, so only the growth with $L_{\max}^2$ carries over, not the counts.

A cleverer constant $\alpha$ does not change the scaling. The best choice makes the two extreme factors equal in size and opposite in sign:

$$1-\alpha\varepsilon_{\min}=-(1-\alpha\varepsilon_{\max})\quad\Rightarrow\quad\alpha=\frac{2}{\varepsilon_{\min}+\varepsilon_{\max}} .$$

For a large ratio $\varepsilon_{\max}/\varepsilon_{\min}$ this is nearly $2/\varepsilon_{\max}$, twice the safe step. In that limit it halves the number of iterations, for moderate ratios it saves somewhat less, and it leaves the power of $N$ as it was.

### Why an insulator is different

In a metal, a slow potential wave moves electrons across the Fermi level at almost no energy cost. In an insulator at low temperature it must mix occupied states $|v\rangle$ with empty states $|c\rangle$ across a gap $E_g$. Second-order perturbation theory gives, for $N$ atoms and both spins,

$$-\chi_0(\mathbf G,\mathbf G)=\frac4N\sum_{v,c}\frac{|\langle c|e^{i\mathbf G\cdot\mathbf r}|v\rangle|^2}{E_c-E_v} .$$

At $G=0$ the exponential is 1, and the matrix element vanishes because $|v\rangle$ and $|c\rangle$ are orthogonal. For small $G$ it is therefore proportional to $G$, and its square to $G^2$. The denominators never fall below $E_g$, so they cannot undo this. The response vanishes as $G^2$ and cancels the $1/G^2$ of the Coulomb interaction.

In a crystal with inequivalent atoms, $\chi_0$ also couples the long wave to short ones. These elements contain one small matrix element and vanish at least as fast as $G$. In the symmetric matrix they are multiplied by a single factor $v^{1/2}(\mathbf G)\propto1/G$, so they stay finite as well. The largest eigenvalue must level off as the cell grows.

To see it, I added a fixed site energy of $\pm2$ eV, alternating between neighbours, to the same lattice. This opens a gap of 4 eV. At half filling the two kinds of site respond equally, so the coupling of the long wave to short ones is zero in this model, and the example tests only the $G^2$ cancellation. The smearing was lowered to 0.1 eV. For $2\times2\times L$ cells with $L=8$, 16 and 24 atoms along the edge, $\varepsilon_{\max}$ is 2.31, 2.44 and 2.47. From the first cell to the last, $L_{\max}^2$ grows ninefold and the eigenvalue by 7 %.

The smearing must stay well below the gap. Thermally excited carriers give a small but nonzero $D$, and with it a metallic term $k_s^2/G^2$ that wins in a long enough cell.

### What to do with your long cell

For plain mixing in a metal, choose the step from the longest edge: when $L_{\max}$ doubles, divide $\alpha$ by about four, whatever happens to $N$. The factor reaches four only when $G_{\min}\ll k_s$. In the model, $\varepsilon_{\max}$ grows by a factor 3.5 when the longest edge goes from 4 to 8 atoms (8.47 to 29.3) and by 3.85 from 8 to 16 atoms (29.3 to 112.8). For a skewed cell, use the shortest reciprocal vector itself, since it need not be $2\pi$ divided by the longest edge.

A better cure is to make the step depend on wavelength. Kerker preconditioning multiplies the change in each plane wave by $G^2/(G^2+k_s^2)$. With the long-wave form of $\varepsilon$,

$$\frac{G^2}{G^2+k_s^2}\left(1+\frac{k_s^2}{G^2}\right)=\frac{G^2}{G^2+k_s^2}\cdot\frac{G^2+k_s^2}{G^2}=1 ,$$

so long waves converge at a rate independent of the cell's length. The laws in $N$ above describe mixing without this factor. Both the rule for $\alpha$ and this factor with a single $k_s$ were derived for a cell uniformly filled with one metal. A slab with vacuum or a metal–insulator stack is not covered. Do not carry it over to an insulator unchanged: there $\varepsilon$ stays finite, the product tends to zero as $G^2$, and the long waves hardly move at all.

The values for all cells are in the numerical output below.

## Numbers as computed

```
hopping 1.0 eV, lattice constant 3.0 angstrom
smearing: metal 0.3 eV, insulator 0.1 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
density of states D = 0.2855 per eV per atom (both spins)
ks = 1.3831 per angstrom; (ks a)^2 = 17.218
METAL: cell, N, Gmin (1/angstrom), eps_max, 1+ks^2/Gmin^2, ratio
(ratio = computed (eps_max - 1) over ks^2/Gmin^2)
(4, 4, 4) N=64 G=0.5236 eps=8.47 simple=7.98 ratio=1.0704
(6, 6, 6) N=216 G=0.3491 eps=17.13 simple=16.70 ratio=1.0274
(4, 4, 1) N=16 G=0.5236 eps=8.47 simple=7.98 ratio=1.0704
(8, 8, 1) N=64 G=0.2618 eps=29.34 simple=28.91 ratio=1.0154
(1, 1, 8) N=8 G=0.2618 eps=29.30 simple=28.91 ratio=1.0138
(1, 1, 16) N=16 G=0.1309 eps=112.76 simple=112.65 ratio=1.0010
(1, 1, 32) N=32 G=0.0654 eps=446.69 simple=447.59 ratio=0.9980
(1, 1, 64) N=64 G=0.0327 eps=1782.38 simple=1787.37 ratio=0.9972
exponent of N in eps_max-1, cubes 64 to 216 atoms: 0.633
exponent, plates 16 to 64 atoms: 0.962
exponent, rods 16 to 64 atoms: 1.997
same longest edge, 64 atoms over 8 atoms: eps ratio 1.0016
same N=64, rod over cube: eps ratio 210.5
INSULATOR (2, 2, 8) N=32 eps_max=2.307
INSULATOR (2, 2, 16) N=64 eps_max=2.444
INSULATOR (2, 2, 24) N=96 eps_max=2.473
insulator: alternating energy 2.0 eV, smallest gap on the k mesh 4.00 eV
8-atom rod: stability limit 0.0683, step used 0.0751
rod: error grows by 1.2000 per step, so eps = 29.30
rod: share of the growing error at Gmin 1.00000
8-atom cube, same step: error left after 25 steps 1.03e-02
rod, start of period 2a, same step: error left 1.17e-03
SCF (2, 2, 2) N=8: eps_min=2.052 eps_max=3.148 steps=7 slowest-mode estimate=6.5
SCF (1, 1, 8) N=8: eps_min=3.152 eps_max=29.296 steps=53 slowest-mode estimate=60.7
SCF (1, 1, 16) N=16: eps_min=3.152 eps_max=112.759 steps=200 slowest-mode estimate=243.7
steps, 16-atom rod over 8-atom rod: 3.77
```
